\section*{Residual dipolar couplings, Saupe elements and the proton hexagon}

\section{Result}

A rigid molecule reorients rapidly in an anisotropic fluid placed in a strong magnetic field. Let $\mathbf l$ be the unit vector of the field expressed in axes fixed in the molecule. The orientational average enters the dipolar couplings through the Saupe matrix
\begin{equation}
S_{ab}=\left\langle\tfrac12(3l_al_b-\delta_{ab})\right\rangle ,\qquad
S_{ab}=S_{ba},\qquad \sum_a S_{aa}=0 .
\label{saupe}
\end{equation}
For two protons at distance $r$ along the unit vector $\mathbf n$, the residual coupling in Hz is
\begin{equation}
D=-\frac{K}{r^3}\,\mathbf n^{T}S\,\mathbf n,\qquad
K=\frac{\mu_0\gamma^2\hbar}{8\pi^2}.
\label{rdc}
\end{equation}
Symmetry can reduce the five independent elements of $S$ to three, two, one or none; inversion alone leaves all five. For a regular hexagon of protons with side $a$, whose normal $z$ is a rotation axis of order three or higher of the whole molecule,
\begin{equation}
D_o:D_m:D_p=1:\frac{1}{3\sqrt3}:\frac18,\qquad
D_o=\frac{K S_{zz}}{2a^3},
\label{hex}
\end{equation}
where $o,m,p$ denote ortho, meta and para pairs. The ratios presuppose $S_{zz}\neq0$.

\section{One pair at one orientation}

Two magnetic moments $\gamma\hbar\mathbf I_1$ and $\gamma\hbar\mathbf I_2$, with dimensionless spin operators, have the dipolar energy
\begin{equation}
\frac{H_{\rm dip}}{h}=\frac{K}{r^3}
\left[\mathbf I_1\!\cdot\!\mathbf I_2
-3(\mathbf I_1\!\cdot\!\mathbf n)(\mathbf I_2\!\cdot\!\mathbf n)\right].
\label{full}
\end{equation}
The prefactor is $\mu_0\gamma^2\hbar^2/(4\pi r^3)$ divided by $h=2\pi\hbar$.

For the spin operators, take the laboratory $z$ axis along the field. Put $c=\mathbf n\cdot\mathbf l$ and $n_\pm=n_x\pm in_y$, so that $n_+n_-=1-c^2$. Then
\begin{equation}
\mathbf I_k\!\cdot\!\mathbf n=cI_{kz}+\tfrac12(n_-I_{k+}+n_+I_{k-}).
\end{equation}
In a strong field, terms that change the total $I_z$ connect levels separated by one or two Larmor frequencies $\nu_0$. They shift levels by amounts of order $(K/r^3)^2/\nu_0$ and are dropped. The part of the product that conserves total $I_z$ is
\begin{align}
&c^2I_{1z}I_{2z}+\tfrac14(1-c^2)(I_{1+}I_{2-}+I_{1-}I_{2+})\nonumber\\
&\quad=c^2I_{1z}I_{2z}+\tfrac12(1-c^2)
(\mathbf I_1\!\cdot\!\mathbf I_2-I_{1z}I_{2z}),
\end{align}
because $I_{1+}I_{2-}+I_{1-}I_{2+}=2(I_{1x}I_{2x}+I_{1y}I_{2y})$. Inserting this in the bracket of Eq.~\eqref{full} gives
\begin{align}
&\left[1-\tfrac32(1-c^2)\right]\mathbf I_1\!\cdot\!\mathbf I_2
-\left[3c^2-\tfrac32(1-c^2)\right]I_{1z}I_{2z}\nonumber\\
&\quad=\tfrac12(3c^2-1)
\left(\mathbf I_1\!\cdot\!\mathbf I_2-3I_{1z}I_{2z}\right).
\end{align}
With the isotropic scalar coupling $J$ included, the pair Hamiltonian apart from the Zeeman term is therefore
\begin{equation}
\frac{H}{h}=D(3I_{1z}I_{2z}-\mathbf I_1\!\cdot\!\mathbf I_2)
+J\,\mathbf I_1\!\cdot\!\mathbf I_2,\qquad
D=-\frac K{r^3}\,\frac{3c^2-1}{2}.
\label{secular}
\end{equation}
Anisotropy of $J$ is neglected here. The secular part of its symmetric traceless component has the same operator form as the $D$ term and would be absorbed in a measured $D$. An antisymmetric component would instead give a secular term proportional to $I_{1x}I_{2y}-I_{1y}I_{2x}$, which has a different form.

\textbf{Check on an isolated pair.} Let both protons have the same Larmor frequency (equal chemical shift), so that the Zeeman term is proportional to the total $I_z$ and does not mix triplet and singlet states. In the triplet, $\mathbf I_1\cdot\mathbf I_2=1/4$. The states with total $M=\pm1$ have $I_{1z}I_{2z}=1/4$ and energy $D/2+J/4$. The state $M=0$ has $I_{1z}I_{2z}=-1/4$ and energy $-D+J/4$. The two allowed transitions lie at $\pm3D/2$ from the Larmor frequency, so their splitting is $3|D|$ and $J$ cancels. The singlet has zero total spin and no transition under the total spin operators. This fixes the convention for $D$.

\section{From one orientation to the Saupe matrix}

The spin operators in Eq.~\eqref{secular} do not depend on molecular orientation; only the factor $(3c^2-1)/2$ does. If the molecule samples its orientations in a time short compared with the inverse spread of the couplings, the spins follow the averaged Hamiltonian. In molecular axes $c=\sum_a n_al_a$, with $\mathbf n$ constant because the molecule is rigid. Hence
\begin{align}
\left\langle\frac{3c^2-1}{2}\right\rangle
&=\frac12\left(3\sum_{ab}n_an_b\langle l_al_b\rangle
-\sum_{ab}n_an_b\delta_{ab}\right)\nonumber\\
&=\sum_{ab}n_aS_{ab}n_b ,
\end{align}
where $\sum_a n_a^2=1$ was used. This is Eq.~\eqref{rdc}. A symmetric $3\times3$ matrix has six elements. Since $\sum_a l_a^2=1$, the trace is $(3-3)/2=0$, which leaves five.

Rigidity is essential. If $r$ and $\mathbf n$ vibrate, the quantity to be averaged is $r^{-3}(3c^2-1)/2$, and it need not factor into a fixed geometry times one matrix $S$. Slow reorientation is a different failure: the spectrum then retains information about individual orientations or exchange between them.

\textbf{Check on two limits.} For isotropic tumbling $\langle l_al_b\rangle=\delta_{ab}/3$, so $S=0$ and all residual couplings vanish. If the molecular $z$ axis stays along the field, $S=\mathrm{diag}(-\frac12,-\frac12,1)$. A pair along $z$ then has $D=-K/r^3$, and a pair perpendicular to $z$ has $D=+K/(2r^3)$, as Eq.~\eqref{secular} gives for $c=1$ and $c=0$.

The numerical check also tests the average without using the secular formula. It diagonalizes the complete two-spin Hamiltonian at each orientation, reads the coupling from the sum of the highest and lowest levels, and averages the results; they agree with Eq.~\eqref{rdc} within $0.01$~Hz. The second-order shifts cancel in that sum, so the agreement does not bound the shift of a single level, and averaging over fixed orientations does not test the condition of fast motion.

\section{What symmetry leaves of $S$}

Let $p(\mathbf l)$ be the probability density of the field direction in the molecular frame. A proper rotation $R$ in the point group exchanges identical nuclei and leaves the molecule in an indistinguishable position, so $p(R\mathbf l)=p(\mathbf l)$. Changing the integration variable from $\mathbf l$ to $R\mathbf l$ gives
\begin{equation}
S=\int p(\mathbf l)\,\tfrac12(3\mathbf l\mathbf l^T-1)\,d\Omega
=RSR^T .
\label{inv}
\end{equation}

An improper operation needs more care. A reflection takes the solute into itself but takes the medium into its mirror image. It also reflects the field direction relative to the medium. The two situations are statistically equivalent if the medium has an improper symmetry operation that maps the field axis onto itself: an inversion centre, as in an ordinary nematic, or a mirror plane containing the field or normal to it. The sign given to the reflected field vector is immaterial, since $S$ contains $\mathbf l$ twice, and Eq.~\eqref{inv} then holds for improper operations too. ``Achiral medium'' below means this case. An achiral phase of low symmetry without an inversion centre, for example $C_s$ or $C_{2v}$ with the field in a general direction, does not meet the condition, and the counts for a chiral medium apply to it. In a chiral medium that argument is unavailable, and only proper rotations are guaranteed to constrain $S$.

Inversion has no effect on $S$. An improper $R$ therefore acts on it as its proper part $R'=-R$; a mirror plane acts as a twofold rotation about its normal. For a proper $R$, put $R'=R$.

To count the elements that survive, average the action of the group $G$:
\begin{equation}
\mathcal P(S)=\frac1{|G|}\sum_{R\in G}RSR^T .
\end{equation}
Acting with another group element merely reorders the sum, so $\mathcal P(S)$ is invariant, and an invariant $S$ is returned unchanged. Thus $\mathcal P$ is a projector, and its trace is the number of independent invariant matrices.

The trace follows from the eigenvalues. A rotation by $\varphi$ has eigenvalues $1,e^{i\varphi},e^{-i\varphi}$ on vectors. Their symmetric products are $1,e^{\pm i\varphi},e^{\pm2i\varphi}$ and $e^{i\varphi}e^{-i\varphi}=1$. Removing one eigenvalue $1$ for the unit matrix, which is the trace part, gives
\begin{equation}
n_G=\frac1{|G|}\sum_{R\in G}
\left(1+2\cos\varphi_R+2\cos2\varphi_R\right),
\label{count}
\end{equation}
with $\varphi_R$ the angle of the proper part $R'$.

The summand is $5$ for the identity and $1$ for $\varphi=\pi$. Hence $n_{C_2}=(5+1)/2=3$ and $n_{D_2}=(5+3)/4=2$. For $C_n$ with $n\ge3$, the sums of $\cos(2\pi k/n)$ and $\cos(4\pi k/n)$ over $k=0,\ldots,n-1$ vanish, so $n_{C_n}=1$. The surviving matrix is
\begin{equation}
S=S_{zz}\,\mathrm{diag}(-\tfrac12,-\tfrac12,1),
\label{uni}
\end{equation}
since this form is unchanged by every rotation about $z$. It is also unchanged by operations that reverse $z$, so further elements of an axial group do not remove it. Cubic and icosahedral groups have threefold axes in different directions. A nonzero matrix of the form \eqref{uni} has one distinguished axis and cannot be uniaxial about two different lines, so there $S=0$.

The results for representative groups are:
\begin{center}
\begin{tabular}{lcc}
Point group & achiral medium & chiral medium\\
$C_1,\ C_i$ & 5 & 5\\
$C_2,\ C_{2h}$ & 3 & 3\\
$C_s$ & 3 & 5\\
$D_2,\ D_{2h}$ & 2 & 2\\
$C_{2v}$ & 2 & 3\\
$S_4$ & 1 & 3\\
$D_{2d}$ & 1 & 2\\
$C_3,\ C_{3v},\ D_{3h},\ D_{4h},\ D_{6h}$ & 1 & 1\\
$T_d,\ O_h,\ I_h$ & 0 & 0
\end{tabular}
\end{center}

The entry for $S_4$ shows the role of the medium. The proper parts of its four operations have angles $0,\pi/2,\pi,3\pi/2$, with summands $5,-1,1,-1$ and mean $1$. Its proper rotations form only $C_2$, which gives $3$.

\textbf{Check on components.} A twofold axis along $z$ reverses $x$ and $y$, so $S_{xz}=S_{yz}=0$. The elements $S_{xy}$, $S_{zz}$ and $S_{xx}-S_{yy}$ remain, three in all. A mirror plane containing $z$ that reverses $y$ also removes $S_{xy}$ in an achiral medium, leaving the two of $C_{2v}$. The program tests every group in the table by integrating unsymmetrical distributions averaged over the group. The number of linearly independent matrices found in this way equals Eq.~\eqref{count}.

These numbers count unknown orientational parameters for a known geometry. They do not count distinct couplings: a hexagon has three distinct couplings governed by one parameter.

\section{The hexagon}

With a threefold or higher rotation axis along the normal, $S$ has the form \eqref{uni}. Every vector joining two protons lies in the plane, $\mathbf n=(\cos\alpha,\sin\alpha,0)$, and
\begin{equation}
\mathbf n^TS\mathbf n
=-\tfrac12S_{zz}(\cos^2\alpha+\sin^2\alpha)
=-\tfrac12S_{zz}.
\end{equation}
The two minus signs cancel in Eq.~\eqref{rdc}:
\begin{equation}
D(r)=\frac{K S_{zz}}{2r^3}.
\end{equation}
The corners lie on a circle of radius $a$. Two corners separated by $k$ steps are at distance $2a\sin(k\pi/6)$, which is $a$, $\sqrt3a$ and $2a$ for $k=1,2,3$. The inverse cubes give Eq.~\eqref{hex}. Because the required axis is a proper rotation, the ratios also hold in a chiral medium.

Take a model hexagon with $a=2.50$~\AA\ and $S_{zz}=-0.200$. The negative sign means that the mean squared cosine of the angle between the normal and the field, $(1+2S_{zz})/3=0.200$, is below its isotropic value $1/3$. It does not by itself fix the most probable angle. With $K=120120.2$~Hz~\AA$^3$, $K/a^3=7687.69$~Hz, and
\begin{align}
D_o&=\tfrac12(7687.69)(-0.200)=-768.77\ \text{Hz},\\
D_m&=0.192450\,D_o=-147.95\ \text{Hz},\\
D_p&=0.125000\,D_o=-96.10\ \text{Hz}.
\end{align}
An isolated ortho pair with this $D_o$ would split by $3|D_o|=2306.31$~Hz. In the six-spin molecule the couplings act together, and the spectrum is not a superposition of pair doublets.

\textbf{Check on lower symmetry.} Suppose the protons still form a regular hexagon, but the rest of the molecule removes the threefold axis. For general $S$,
\begin{align}
\mathbf n^TS\mathbf n
&=S_{xx}\cos^2\alpha+S_{yy}\sin^2\alpha+2S_{xy}\sin\alpha\cos\alpha\nonumber\\
&=-\tfrac12S_{zz}+\tfrac12(S_{xx}-S_{yy})\cos2\alpha+S_{xy}\sin2\alpha ,
\label{low}
\end{align}
where $S_{xx}+S_{yy}=-S_{zz}$ was used. The coupling now depends on direction. Each class contains three directions $60^\circ$ apart, each represented equally often. Their values of $2\alpha$ are $120^\circ$ apart, so the cosine and sine terms sum to zero. The class means keep the ratios of Eq.~\eqref{hex} for any $S$ with $S_{zz}\ne0$.

With $S_{xx}-S_{yy}=0.060$, $S_{xy}=0$ and the same $S_{zz}$, the ortho couplings are
\begin{align}
D_o(0^\circ)&=-7687.69(0.100+0.030)=-999.40\ \text{Hz},\\
D_o(60^\circ)&=-7687.69(0.100-0.015)=-653.45\ \text{Hz},
\end{align}
and the value at $120^\circ$ equals that at $60^\circ$. Their mean is $-768.77$~Hz, as before. The meta couplings are $-170.14$~Hz at $30^\circ$ and $150^\circ$ and $-103.56$~Hz at $90^\circ$, with mean $-147.95$~Hz. A meta-to-ortho ratio thus depends on which pairs are chosen. A para pair and an ortho pair that are parallel still have the ratio $1/8$, because they share the same $\mathbf n^TS\mathbf n$.

\section{What the six-spin spectrum measures}

Assume now that all six protons have the same chemical shift. A sixfold axis ensures this; a threefold axis alone need not, although it suffices for the dipolar ratios. Let $F_+=\sum_iI_{i+}$, and let $H$ contain the dipolar and scalar couplings but not the Zeeman term. A transition between eigenstates has offset $(E_a-E_b)/h$ from the common resonance frequency and relative intensity $|\langle a|F_+|b\rangle|^2$; this weight assumes the high-temperature limit, in which the thermal energy far exceeds the Zeeman energy, the Zeeman energy far exceeds the couplings, and every transition therefore has the same population difference. Since $\langle a|[H,F_+]|b\rangle=(E_a-E_b)\langle a|F_+|b\rangle$, the second moment is
\begin{equation}
M_2=\frac{\mathrm{Tr}\left([H/h,F_+][H/h,F_+]^\dagger\right)}
{\mathrm{Tr}(F_+F_-)} .
\end{equation}
The scalar products $\mathbf I_i\cdot\mathbf I_j$ commute with $F_+$. This removes all $J$ terms and the scalar part of the dipolar terms. With $[I_z,I_+]=I_+$,
\begin{equation}
[H/h,F_+]=3\sum_{i<j}D_{ij}(I_{i+}I_{jz}+I_{iz}I_{j+}).
\end{equation}
For one spin $\mathrm{Tr}(I_+I_-)=1$, $\mathrm{Tr}(I_z^2)=1/2$, and $\mathrm{Tr}\,I_z=\mathrm{Tr}\,I_+=\mathrm{Tr}(I_+I_z)=0$. All cross terms therefore vanish. For $N$ spins each squared term contributes $2^{N-2}\cdot\frac12=2^{N-3}$, and there are two per pair. The denominator is $N2^{N-1}$. Hence
\begin{equation}
M_2=\frac{9\cdot2\cdot2^{N-3}}{N2^{N-1}}\sum_{i<j}D_{ij}^2
=\frac{9}{2N}\sum_{i<j}D_{ij}^2
=\frac94\sum_{j\ne1}D_{1j}^2 .
\label{m2}
\end{equation}
The last step needs the same sum $\sum_{j}D_{ij}^2$ at every proton $i$, as in the regular hexagon with $S$ of the form \eqref{uni}; summing over protons then counts each pair twice. For the lower-symmetry $S$ of the previous section the sums differ between protons, and only the form with $\sum_{i<j}$ holds.

\textbf{Check on two spins.} Equation~\eqref{m2} gives $M_2=9D^2/4$, as required by two equal lines at $\pm3D/2$.

In the symmetric hexagon each proton has two ortho, two meta and one para partner, so
\begin{equation}
M_2=\frac94D_o^2\left(2+\frac2{27}+\frac1{64}\right)
=\frac94(768.77\ \text{Hz})^2(2.089699).
\end{equation}
This is $2.779\times10^6$~Hz$^2$, an rms width of $1667$~Hz. Six-spin diagonalization confirms the formula. Conversely, the width gives
\begin{equation}
|D_o|=\frac23\,\frac{1667\ \text{Hz}}{\sqrt{2.089699}}
\simeq769\ \text{Hz},\qquad
|S_{zz}|=\frac{2a^3|D_o|}{K}\simeq0.200 .
\end{equation}
The second step needs $a$ as input. The dipolar couplings contain only $S_{zz}/a^3$, so the ratios can test the hexagonal shape but cannot separate its size from its degree of order. The second moment also leaves the sign of $S_{zz}$ undetermined.

The scalar couplings are not irrelevant to the line pattern. In an isotropic phase $D_{ij}=0$, and $H$ commutes with $F_+$: all intensity lies at one frequency, whatever the $J$ values. In the oriented phase the fourth moment contains the double commutator $[H,[H,F_+]]$. The inner commutator is now nonzero and need not commute with the $J$ terms. For model values $J=8.0$, $2.0$ and $1.0$~Hz for ortho, meta and para pairs, $J$ changes the fourth moment by a fraction $1.26\times10^{-5}$ of its value at $J=0$, while $M_2$ is unchanged. That small fraction describes the overall shape and is not an estimate of the shifts of individual lines.

\section*{Numbers as computed}
\begin{verbatim}
independent Saupe elements (group, order, achiral, chiral medium)
  C1      1   5   5
  Ci      2   5   5
  C2      2   3   3
  Cs      2   3   5
  C2h     4   3   3
  D2      4   2   2
  C2v     4   2   3
  D2h     8   2   2
  C3      3   1   1
  C3v     6   1   1
  D3h    12   1   1
  S4      4   1   3
  D2d     8   1   2
  D4h    16   1   1
  D6h    24   1   1
  Td     24   0   0
  Oh     48   0   0
  Ih    120   0   0
test density, D6h: S_zz = -0.02910
  D from two-spin levels (o, m, p) = -111.85 -21.53 -13.98 Hz
K = 120120.2 Hz angstrom^3
hexagon side a = 2.50 angstrom
distances (o, m, p) = 2.5000 4.3301 5.0000 angstrom
S_zz = -0.200, S_xx = S_yy = 0.100
K/a^3 = 7687.69 Hz
D_ortho = -768.77 Hz
D_meta = -147.95 Hz
D_para = -96.10 Hz
D_meta/D_ortho = 0.192450
D_para/D_ortho = 0.125000
isolated ortho pair splitting = 2306.31 Hz
J (o, m, p) = 8.0 2.0 1.0 Hz
sum of squared ratios at one proton = 2.089699
six-spin second moment M2 = 2778804.7 Hz^2
rms width sqrt(M2) = 1666.97 Hz
|S_zz| recovered from M2 and a = 0.200000
relative change of fourth moment by J = 1.262e-05
lower symmetry: S_xx - S_yy = 0.060
  ortho at 0/60/120 deg: -999.40 -653.45 -653.45 mean -768.77 Hz
  meta at 30/90/150 deg: -170.14 -103.56 -170.14 mean -147.95 Hz
  para at 0/60/120 deg: -124.92 -81.68 -81.68 mean -96.10 Hz
\end{verbatim}
